\section*{Leave-one-out error of a cluster expansion from one least-squares fit}

\section{Leave-one-out error from one fit}

\subsection{What symmetry fixes}

A cluster expansion writes the energy per atom of alloy structure $i$ as $x_i\cdot c$. The row $x_i$ holds $M$ dimensionless correlations, which are averages of products of site spins ($+1$ for atom B, $-1$ for atom A). The vector $c$ holds the unknown coefficients in meV/atom. Let $N$ computed energies form the vector $y$, and let the rows $x_i$ form the $N\times M$ matrix $X$. The leave-one-out error $e_i$ is $y_i$ minus the value predicted by a least-squares fit to the other $N-1$ structures. We assume for now that this reduced fit is unique.

The predicted value is linear in the other energies, so $e_i=g\cdot y$ with a dimensionless vector $g$ that depends on $X$ alone. Two symmetries determine its direction.

First, replace $y$ by $y+Xa$. The reduced fit changes from $c$ to $c+a$, so the prediction and $y_i$ both rise by $x_i\cdot a$ and $e_i$ is unchanged. Hence $X^Tg=0$.

Second, let $\delta_i$ be the unit vector of structure $i$, and let $U$ be any orthogonal matrix that leaves $\delta_i$ and every column of $X$ unchanged. It acts on the other $N-1$ components alone and preserves the sum of squares minimized there, so $e_i(Uy)=e_i(y)$ and $U^Tg=g$. Choose the $U$ that reverses every vector orthogonal to both $\delta_i$ and the columns of $X$. Then $g$ can have no part along those vectors, so $g=\kappa\delta_i+Xa$ for some number $\kappa$ and vector $a$.

Inserting this in $X^Tg=0$, and using $X^T\delta_i=x_i$, gives $a=-\kappa(X^TX)^{-1}x_i$. Therefore
\begin{equation}
g=\kappa(I-H)\delta_i,\qquad H=X(X^TX)^{-1}X^T .
\end{equation}
Since $H$ is symmetric and $Hy$ is the vector of fitted values of the full fit, $e_i=\kappa r_i$, where $r=y-Hy$ is the residual vector. To find $\kappa$, raise $y_i$ by one unit with all other energies fixed. The reduced fit does not see the change, so $e_i$ rises by one, while $r_i$ rises by $1-h_i$. The result is
\begin{equation}
e_i=\frac{r_i}{1-h_i},\qquad h_i=H_{ii}=x_i^T(X^TX)^{-1}x_i .
\label{eq:loo}
\end{equation}
The number $h_i$ is the leverage of structure $i$: the fraction of a change in $y_i$ that the fit follows.

\subsection{The same result by replacement}

A direct derivation shows where least squares enters. The full fit minimizes $\sum_j(y_j-x_j\cdot c)^2$. Setting its derivative to zero gives $X^TXc=X^Ty$, hence the fitted values $Hy$. We require $X$ to have full column rank, so that the inverse exists.

Let $p_i$ be the prediction from the fit without structure $i$. Put $p_i$ in place of $y_i$ and fit all $N$ values. The reduced fit minimizes the sum over $j\ne i$, and it makes the added term $(p_i-x_i\cdot c)^2$ zero, its smallest possible value. It therefore also solves the altered full problem. The altered fitted value at $i$ is the old one plus $H_{ii}$ times the change in the datum:
\begin{align}
p_i&=(Hy)_i+h_i(p_i-y_i),\\
y_i-p_i&=y_i-(Hy)_i+h_i(y_i-p_i),\\
(1-h_i)(y_i-p_i)&=r_i .
\end{align}
The second line is $y_i$ minus the first, and the third collects the unknown on the left. Nothing was assumed about the distribution of errors or the correctness of the expansion. The cluster set must be the same in both fits.

\subsection{Range of the leverage and failure of the formula}

Multiplying out gives $H^2=H$. With $H=H^T$ this means
\begin{equation}
h_i=\sum_jH_{ij}^2=h_i^2+\sum_{j\ne i}H_{ij}^2 ,
\end{equation}
so $h_i\ge h_i^2$ and $0\le h_i\le1$. The trace is $\sum_ih_i=\mathrm{tr}[(X^TX)^{-1}X^TX]=M$, and the mean leverage is $M/N$.

For small leverage $e_i\simeq r_i(1+h_i)$, and the residual is nearly the prediction error. In the opposite limit, $h_i=1$ forces $H_{ij}=0$ for $j\ne i$, so that $r_i=0$ whatever the energies are. Equation~\eqref{eq:loo} then reads $0/0$. To see why, write $A=X^TX$ and $v=A^{-1/2}x_i$. Deleting row $i$ gives
\begin{equation}
\det(A-x_ix_i^T)=\det A\,\det(I-vv^T)=(1-h_i)\det A .
\end{equation}
The last step holds because $I-vv^T$ has the eigenvalue $1-v\cdot v=1-h_i$ along $v$ and $1$ across it. At $h_i=1$ the reduced fit is not unique: structure $i$ alone fixes some combination of coefficients. When $N=M$ this happens for every structure, and a perfect fit carries no information about prediction.

\subsection{Algorithm and rounding error}

Factor $X=QR$, where $Q$ has $M$ orthonormal columns and $R$ is upper triangular and invertible. Then $X^TX=R^TR$ and
\begin{equation}
H=QR(R^TR)^{-1}R^TQ^T=QQ^T .
\end{equation}
The steps for each cluster set are:
\begin{enumerate}
\item compute $Q$ and $R$, and reject the set if $R$ is numerically singular;
\item form $h_i=\sum_kQ_{ik}^2$ and $r=y-Q(Q^Ty)$;
\item reject the set if any $1-h_i$ is close to rounding error;
\item form $e_i=r_i/(1-h_i)$ and the score $(N^{-1}\sum_ie_i^2)^{1/2}$.
\end{enumerate}
Small errors $\delta r_i$ and $\delta h_i$ change the quotient, to first order, by
\begin{equation}
\delta e_i=\frac{\delta r_i}{1-h_i}+\frac{r_i\,\delta h_i}{(1-h_i)^2}
=\frac{\delta r_i+e_i\,\delta h_i}{1-h_i} .
\end{equation}
The relative error of $e_i$ thus contains $\delta h_i/(1-h_i)$. For scattered data $e_i$ itself grows as $(1-h_i)^{-1/2}$, by equation~\eqref{eq:noise} below, so the absolute error grows as $(1-h_i)^{-3/2}$. This is the reason for step 3.

\subsection{What the score estimates}

Suppose first that the cluster set is complete and $y=Xc_0+\eta$, with independent scatter $\eta_i$ of zero mean and variance $s^2$. Since $(I-H)X=0$, the residual is $r=(I-H)\eta$. Using $(I-H)^2=I-H$,
\begin{equation}
\langle r_i^2\rangle=s^2\sum_j(I-H)_{ij}^2=s^2(1-h_i),\qquad
\langle e_i^2\rangle=\frac{s^2}{1-h_i} .
\label{eq:noise}
\end{equation}
On average the squared residual lies below $s^2$. The squared leave-one-out error lies above it, because it contains the scatter of the datum and that of the prediction.

For an incomplete set a different argument applies. Draw $N$ structures at random from a pool and delete one of them at random. This is the same as drawing $N-1$ structures and then one unseen structure. For a cluster set fixed beforehand, and a reduced fit that is unique in every draw, the expected squared leave-one-out error therefore equals the expected squared error of an $(N-1)$-structure fit on unseen members of that pool. The equality concerns averages over draws; a single draw can depart from it. It is no longer assured once the score has been used to choose the set, since the expected minimum of several scores is no larger than the smallest of their expectations.

\subsection{An ordering alloy on the fcc lattice}

The example is a model alloy with round parameters. Its energy per atom is
\begin{equation}
E=\sum_{s=1}^{6}\frac{z_sJ_s}{2}\Phi_s+3.2\,\Phi_t-1.5\,\Phi_q
-\Big\langle\frac{|F_i|^2}{2K_i}\Big\rangle ,
\end{equation}
with every term expressed in meV/atom. Here $\Phi_s$ is the pair correlation of neighbour shell $s$, which has $z_s$ members, and $J_s=6.0,-2.0,0.6,0.9,0.15,-0.2$~meV. $\Phi_t$ and $\Phi_q$ belong to the nearest-neighbour triangle and tetrahedron.

The last term, averaged over sites, is the energy gained by relaxation. Atom $i$ sits on a spring of constant
\begin{equation}
K_i=k(1+0.2\,\sigma_i),\qquad k=300~\text{eV/nm}^2,
\end{equation}
so B atoms are held more stiffly than A atoms. Its neighbours exert the force $F_i=f\sum_v\hat v\,\sigma_{i+v}$, summed over the twelve nearest-neighbour directions $\hat v$, with $f=0.5$~eV/nm. Minimizing $K_iu^2/2-F_i\cdot u$ over the displacement $u$ gives $u=F_i/K_i$ and the energy $-|F_i|^2/2K_i$.

Enumerating all cells of up to six sites gives 137 distinct structures. Normal scatter with $s=1$~meV/atom, standing for uneven numerical convergence, is added to each energy. Formation energies are taken relative to the computed pure elements; the lowest is $-61$~meV/atom. This choice of reference subtracts a constant plus a multiple of the point correlation, a change of the form $Xa$, so no $e_i$ is affected. The training set has $N=40$ structures, namely the pure elements and 38 drawn at random; 97 remain unseen.

Cluster sets are nested in the order constant, point, pairs 1--4, triangle, pair 5, two triplets with two nearest-neighbour sides and a third side in shell 3 or 4, pair 6, tetrahedron, and then eight further clusters. The set is complete at $M=12$. The reason is that $1/(1+0.2\sigma_i)=(1-0.2\sigma_i)/0.96$ for $\sigma_i=\pm1$, so the relaxation energy is a finite sum of constant, point, pair and triplet terms. The triplet with a right angle drops out because $\hat v\cdot\hat w=0$ for its two short sides. Root-mean-square errors in meV/atom are:

\begin{center}
\begin{tabular}{rrrr}
$M$ & training & leave-one-out & unseen\\
3 & 6.78 & 7.32 & 5.55\\
5 & 3.76 & 4.50 & 3.49\\
6 & 1.29 & 1.53 & 1.75\\
7 & 1.021 & 1.242 & 1.323\\
10 & 1.01 & 1.38 & 1.25\\
12 & 0.866 & 1.243 & 1.103\\
14 & 0.85 & 1.46 & 1.12\\
17 & 0.70 & 1.27 & 1.71\\
20 & 0.64 & 1.38 & 2.21
\end{tabular}
\end{center}

Explicit refitting, with each structure deleted in turn and a separate least-squares problem solved, was carried out for all 18 sets from $M=3$ to $20$. The 720 refits agree with the 18 single fits to within $8\times10^{-13}$~meV/atom. For three structures at $M=7$ the arithmetic is
\begin{align}
\text{pure A:}&\quad 0.688/(1-0.4995)=1.37,\\
x_B=2/3:&\quad 0.714/(1-0.0769)=0.77,\\
x_B=1/2:&\quad -1.945/(1-0.2196)=-2.49,
\end{align}
in meV/atom, where $x_B$ is the fraction of B atoms; refitting returns the same values. Pure A has the largest leverage in the set: the fit follows half of any change in its energy, so its residual is half its prediction error. Using the mean leverage $7/40=0.175$ for every structure would give $0.688/0.825=0.83$ for pure A, which is 39\% too small. At $M=7$ the overall score would hardly move, from 1.242 to 1.238~meV/atom. This is not general: at $M=14$ the same shortcut gives 1.31 in place of 1.46.

\subsection{Reading the scores}

The lowest score is at $M=7$, but its lead over the complete set at $M=12$ is 0.001~meV/atom, too small to justify a preference. On unseen structures the complete set is better, 1.10 against 1.32. At $M=20$ the score is 1.38 while the unseen error has grown to 2.21, so in this draw the score gives little warning of overfitting. Equation~\eqref{eq:loo} is not at fault, since refitting gives the same score; forty structures from one draw are a limited sample of the pool.

For $M=7$, equation~\eqref{eq:noise} with $s=1$ predicts 1.11~meV/atom from scatter alone. The observed 1.24 also contains the missing clusters and the chance values of the scatter, which this one number cannot separate. In the model they can be separated, because $e_i$ is linear in the energies. The scatter-free energies alone score 0.93, so the expected total is $(1.11^2+0.93^2)^{1/2}=1.45$~meV/atom. The observed score lies below this because the two parts partly cancel in this draw.

Averages over draws show the two statistical statements at work. Here the pure elements are always kept and the score is averaged over the drawn structures. With $M=9$ fixed, 3000 draws give 1.319 for the score and 1.309~meV/atom for unseen structures. The mean squares differ by $0.027\pm0.011$~(meV/atom)$^2$, or 1.6\%. This is 2.5 standard errors from the expected zero, so the equality is supported at the level of a few per cent and no more closely. When the set of lowest score is chosen afresh in each of 400 draws, the score is 1.06 and the unseen error 1.18~meV/atom. The selected score is then too low by about a tenth of the unseen error, and an unbiased figure needs structures that took no part in the selection.

The score refers to structures like those in the pool and need not carry over to others. On 60 random 64-site cells, whose energies carry no scatter of their own, the $M=7$ fit errs by 0.28~meV/atom. Subtracting the datum's scatter in quadrature, $(1.24^2-1^2)^{1/2}=0.73$~meV/atom, is valid only on average; in this draw the leave-one-out predictions differ from the scatter-free energies by 0.89~meV/atom. The absence of scatter therefore accounts for only part of the difference. The missing clusters also cost less on random cells: an $M=7$ fit to scatter-free energies errs by 0.85~meV/atom on the unseen small cells and by 0.37 on the random ones. Less of the training scatter reaches the random cells as well: the variance it adds to a prediction is $s^2x^T(X^TX)^{-1}x$, on average $0.071\,s^2$ against $0.194\,s^2$ for the unseen small cells. The expected error on the random cells is then $(0.37^2+0.071)^{1/2}=0.46$~meV/atom, so 0.28 is a favourable chance value. Over 500 fresh draws of structures and scatter the error is 0.41 on random cells and 0.99 against the scatter-free energies of unseen small cells.

\subsection{Weights, penalties and repeated structures}

With fixed weights $w_j$ and a fixed penalty $c^T\Lambda c$, one minimizes $\sum_jw_j(y_j-x_j\cdot c)^2+c^T\Lambda c$. The fitted values are $Gy$ with
\begin{equation}
G=X(X^TWX+\Lambda)^{-1}X^TW,\qquad W=\mathrm{diag}(w_j).
\end{equation}
The replacement argument carries over unchanged, because the added term is again zero at the reduced solution. Equation~\eqref{eq:loo} holds with $h_i=G_{ii}$ and $r=y-Gy$. If $\Lambda$ is tuned to the data, the score is a selected one.

For a deleted group $S$, replace all its data by their predictions $p_S$. Then $p_S=(Hy)_S+H_{SS}(p_S-y_S)$, and the same rearrangement gives
\begin{equation}
e_S=(I-H_{SS})^{-1}r_S .
\end{equation}
This matters when one structure is entered twice, for instance in two equivalent cells. Deleting one copy leaves the other in the fit, and if the two copies carry the same energy the error found is the old training residual. For pure A that is 0.69~meV/atom; deleting both copies restores 1.37. Equivalent structures should be merged or deleted together.

\subsection{Scale of the neglected effects}

The score measures how well the expansion reproduces static, stress-free energies. It cannot reveal what all those energies omit. Two omissions can be sized for assumed conditions of 400~K and a film stress of 300~MPa.

The first is vibration. A classical oscillator of frequency $\omega$ has free energy $k_BT\ln(\hbar\omega/k_BT)$. If the three modes per atom of one structure have frequencies 3\% higher than those of another, its free energy is higher by $3k_BT\ln1.03$. With $k_BT=34.5$~meV this is 3.1~meV/atom, two and a half times the score. Since $\omega$ varies as the square root of the force constant, such a shift at equal atomic masses requires force constants about 6\% larger. Under that assumed shift, refining the fit alone would not make free-energy differences accurate to 1~meV/atom.

Film stress matters less for the small stress-free strain assumed here. In a film clamped at in-plane strain $\varepsilon$, a stress-free strain $\varepsilon^*$ changes the elastic energy per atom by
\begin{equation}
\Omega B\big[(\varepsilon-\varepsilon^*)^2-\varepsilon^2\big]
=\Omega\big(-2\sigma\varepsilon^*+B\varepsilon^{*2}\big),
\end{equation}
where $\Omega$ is the volume per atom, $\sigma=B\varepsilon$ the stress, and $B=E_Y/(1-\nu)$ the isotropic biaxial modulus. Take Young's modulus $E_Y=120$~GPa, Poisson's ratio $\nu=0.34$, a lattice constant of 0.36~nm and 1\% excess volume, so that $\varepsilon^*=0.01/3$. The two terms are $-0.146$ and $+0.147$~meV/atom. They nearly cancel in tension and add to 0.29 in compression of the same size, still well below the score. The second term is quadratic in $\varepsilon^*$, so this holds only for small strains: at $\varepsilon^*=0.01$ the sum is 0.9~meV/atom in tension and 1.8 in compression, and an ordering that changes the in-plane lattice constant by a per cent or more cannot be neglected. These figures rest on the isotropic modulus, $B=182$~GPa. Real fcc metals are anisotropic: with the cubic constants of copper ($C_{11},C_{12},C_{44}=168,121,75$~GPa), $B$ is 115~GPa for a (100) film and 261~GPa for a (111) film. At $\varepsilon^*=0.01$ the sum then ranges from 0.4 to 1.5~meV/atom in tension and from 1.3 to 2.3 in compression, while at $\varepsilon^*=0.01/3$ it stays below 0.4.
